# Forces and stress with smeared occupations as derivatives of $E-\sigma S$: a numerical check

```python
# Result under test: for self-consistent smeared electrons, x=(eps-mu)/sigma, occupation f(x),
# entropy S=sum 2 w s(x) with s'(x)=x f'(x), free energy F=E-sigma*S, fixed N and sigma:
#   dF/dlam = explicit derivative of E at fixed orbital coefficients and occupations,
# because sum 2w eps df - sigma dS = mu dN. At fixed mu the same holds for F-mu*N.
# lam: atomic coordinate R or strain e_ab. Force=-dF/dR, stress tau=(1/area) dF/de.
# System 1: 2D plane-wave model metal (Gaussian wells, Gaussian repulsion, local -c n^(3/2)).
# System 2: H4 chain, restricted thermal Hartree-Fock/6-31G, moving basis:
#   dF/dR = dE/dR at fixed density matrix D - Tr(Q dO/dR), Q=sum 2 f eps c c^T, O overlap.
# Hartree atomic units. Total derivatives: central differences of re-converged solutions.
import numpy as np
from scipy import constants as pc
from scipy.special import erfc, expit, entr
from scipy.optimize import brentq
from scipy.linalg import eigh, expm
from pyscf import gto

RP, R2 = np.sqrt(np.pi), np.sqrt(2.0)
SMEAR = {
    'FD': (lambda x: expit(-x),
           lambda x: np.log1p(np.exp(-abs(x))) + abs(x)*expit(-abs(x))),
    'Gauss': (lambda x: erfc(x)/2, lambda x: np.exp(-x*x)/(2*RP)),
    'MP1': (lambda x: erfc(x)/2 - x*np.exp(-x*x)/(2*RP),
            lambda x: (1-2*x*x)*np.exp(-x*x)/(4*RP)),
    'cold': (lambda x: erfc(x+1/R2)/2 + np.exp(-(x+1/R2)**2)/(R2*RP),
             lambda x: (x+1/R2)*np.exp(-(x+1/R2)**2)/(R2*RP))}

# closed-form entropies against quadrature of s(x) = x f(x) + int_x^inf f dt
nodes, wts = np.polynomial.legendre.leggauss(20)
worst = 0.0
for occ, ent in SMEAR.values():
    for x in (-35.0, -2.0, -0.7, 0.0, 0.4, 1.3, 3.0):
        edges = np.linspace(x, 50.0, 201)
        half = (edges[1]-edges[0])/2
        t = (edges[:-1]+half)[:, None] + half*nodes
        worst = max(worst, abs(x*occ(x) + half*(occ(t)*wts).sum() - ent(x)))
assert worst < 1e-11
ftest = np.array([0.03, 0.4, 0.85])
assert np.allclose(SMEAR['FD'][1](np.log(1/ftest-1)), entr(ftest)+entr(1-ftest), atol=1e-13)
print(f"entropy closed form vs quadrature, max error {worst:.1e}")

def fermi_level(eps, w, nel, occ, sig):
    count = lambda mu, o: w*o((eps-mu)/sig).sum() - nel
    mu0 = brentq(count, eps.min()-20*sig, eps.max()+20*sig, args=(SMEAR['Gauss'][0],))
    d = 0.1*sig
    while count(mu0-d, occ)*count(mu0+d, occ) > 0:
        d *= 2
    return brentq(count, mu0-d, mu0+d, args=(occ,), xtol=1e-15, rtol=1e-15)

def anderson(step, x, tol):
    X, R = [], []
    for _ in range(300):
        out, state = step(x)
        r = out - x
        if abs(r).max() < tol:
            return state
        X, R = (X+[x])[-8:], (R+[r])[-8:]
        xn = x + 0.5*r
        if len(X) > 1:
            dX, dR = np.diff(np.array(X), axis=0).T, np.diff(np.array(R), axis=0).T
            sc = np.linalg.norm(dR, axis=0) + 1e-300
            xn = xn - (dX+0.5*dR) @ (np.linalg.lstsq(dR/sc, r, rcond=1e-10)[0]/sc)
        x = xn
    raise AssertionError("SCF not converged")

# ---------------- 2D plane-wave model ----------------
A0 = np.array([[6.0, 0.0], [1.0, 5.5]])
S0 = np.array([[0.0, 0.0], [0.4, 0.3]])
DEPTH, AW, U, BW, CX, NEL, SIG, NG, H = (0.6, 0.4), 1.0, 0.5, 1.0, 0.3, 3.0, 0.02, 16, 1e-4
M = np.array([(i, j) for i in range(-3, 4) for j in range(-3, 4) if i*i+j*j <= 9])
k1 = (np.arange(6)+0.5)/6 - 0.5
KF = np.array([(a, b) for a in k1 if a > 0 for b in k1])   # time-reversal half of 6x6 mesh
WK = 2.0/len(KF)                                          # spin factor times k weight
dM = (M[:, None, :]-M[None, :, :]) % NG
IDX = dM[..., 0]*NG + dM[..., 1]
mi = np.fft.fftfreq(NG, 1.0/NG)
m1, m2 = np.meshgrid(mi, mi, indexing='ij')
fft = lambda a: np.fft.fft2(a)/NG**2
vxc = lambda n: -1.5*CX*np.sqrt(np.clip(n, 1e-12, None))

def geometry(A, s):
    B, area = 2*np.pi*np.linalg.inv(A).T, abs(np.linalg.det(A))
    G = m1[..., None]*B[0] + m2[..., None]*B[1]
    G2 = (G**2).sum(-1)
    q = (KF[:, None, :]+M[None]) @ B
    vat = np.array([-d*2*np.pi*AW**2*np.exp(-G2*AW**2/2)/area
                    * np.exp(-2j*np.pi*(m1*p[0]+m2*p[1])) for d, p in zip(DEPTH, s)])
    return dict(area=area, G=G, q=q, kin=0.5*(q**2).sum(-1), vat=vat, vion=vat.sum(0),
                W=U*2*np.pi*BW**2*np.exp(-G2*BW**2/2))

def density(g, C, f):
    D = WK*((C*f[:, None, :]) @ C.conj().transpose(0, 2, 1)).sum(0)
    nG = (np.bincount(IDX.ravel(), D.real.ravel(), NG*NG)
          + 1j*np.bincount(IDX.ravel(), D.imag.ravel(), NG*NG)).reshape(NG, NG)/g['area']
    return np.fft.ifft2(nG).real*NG**2

def energy_parts(g, C, f):
    n = density(g, C, f)
    assert n.min() > 1e-4
    nG = fft(n)
    pop = WK*(abs(C)**2*f[:, None, :]).sum(-1)
    return np.array([(pop*g['kin']).sum(), g['area']*(g['vion']*nG.conj()).sum().real,
                     g['area']/2*(g['W']*abs(nG)**2).sum(), -CX*g['area']*(n**1.5).mean()])

def bands(g, n):
    V = g['vion'] + g['W']*fft(n) + fft(vxc(n))
    Hk = np.repeat(V.ravel()[IDX][None], len(KF), 0)
    i = np.arange(len(M))
    Hk[:, i, i] += g['kin']
    return np.linalg.eigh(Hk)

def scf(A, s, kind, n0, mu_fixed=None):
    g, (occ, ent) = geometry(A, s), SMEAR[kind]
    def step(x):
        eps, C = bands(g, x.reshape(NG, NG))
        mu = fermi_level(eps, WK, NEL, occ, SIG) if mu_fixed is None else mu_fixed
        f = occ((eps-mu)/SIG)
        n = density(g, C, f)
        return n.ravel(), dict(g=g, eps=eps, C=C, f=f, mu=mu, n=n)
    st = anderson(step, n0.ravel(), 1e-12)
    st['parts'] = energy_parts(g, st['C'], st['f'])
    st['E'], st['N'] = st['parts'].sum(), WK*st['f'].sum()
    st['TS'] = SIG*WK*ent((st['eps']-st['mu'])/SIG).sum()
    fc = np.clip(st['f'], 0, 1)
    st['TSfd'] = SIG*WK*(entr(fc)+entr(1-fc)).sum()
    st['F'] = st['E'] - st['TS']
    return st

def explicit(st):
    g, n, I = st['g'], st['n'], np.eye(2)
    nG, G, area = fft(n), g['G'], g['area']
    gR = area*np.einsum('ija,ij->a', -1j*G, g['vat'][1]*nG.conj()).real
    pop = WK*(abs(st['C'])**2*st['f'][:, None, :]).sum(-1)
    GG = lambda a: np.einsum('ija,ijb,ij->ab', G, G, a)
    terms = [-np.einsum('kma,kmb,km->ab', g['q'], g['q'], pop),
             -I*st['parts'][1] + area*AW**2*GG((g['vion']*nG.conj()).real),
             -I*st['parts'][2] + area/2*BW**2*GG(g['W']*abs(nG)**2),
             I*(st['parts'][3] - area*(n*vxc(n)).mean())]
    t = sum(terms)
    return dict(Rx=gR[0], Ry=gR[1], exx=t[0, 0], eyy=t[1, 1], exy=t[0, 1]), terms

def deform(p, h):
    e, s = np.zeros((2, 2)), S0.copy()
    if p[0] == 'R':
        s[1] += h*np.eye(2)['xy'.index(p[1])] @ np.linalg.inv(A0)
    else:
        a, b = 'xy'.index(p[1]), 'xy'.index(p[2])
        e[a, b] += h/2
        e[b, a] += h/2
    return A0 @ (np.eye(2)+e).T, s

def total(p, kind, st, mu=None):
    a, b = (scf(*deform(p, h), kind, st['n'], mu) for h in (H, -H))
    d = {k: (a[k]-b[k])/(2*H) for k in ('E', 'F', 'TS', 'TSfd', 'N', 'mu')}
    d['occ'] = WK*(st['eps']*(a['f']-b['f'])).sum()/(2*H)
    return d

HA_EV = pc.value('Hartree energy in eV')
BOHR = pc.value('Bohr radius')
area0 = abs(np.linalg.det(A0))
n_uni = np.full((NG, NG), NEL/area0)
print(f"cell {A0.tolist()} bohr, area {area0:.1f} bohr^2, N {NEL:.0f}")
print(f"fractional sites {S0.tolist()}, depths {DEPTH} Ha, width {AW} bohr")
print(f"repulsion {U} Ha, width {BW} bohr, c {CX} Ha bohr, grid {NG}x{NG}")
print(f"{len(M)} plane waves, {len(KF)} k points, sigma {SIG} Ha = {SIG*HA_EV:.3f} eV, step {H}")
base = {k: scf(A0, S0, k, n_uni) for k in SMEAR}
st = base['FD']
g, C, f, eps, n = (st[k] for k in ('g', 'C', 'f', 'eps', 'n'))
print("FD E parts kin,ion,H,xc (Ha): " + " ".join(f"{v:.6f}" for v in st['parts']))
for k, b in base.items():
    print(f"{k}: mu {b['mu']:.6f} E {b['E']:.6f} sigma*S {b['TS']:.6f} F {b['F']:.6f} Ha")
print(f"FD levels with 0.01<f<0.99: {int(((f > .01) & (f < .99)).sum())}")

# band-energy form of E
band = WK*(f*eps).sum()
dc = 2*st['parts'][2] + area0*(n*vxc(n)).mean()
assert abs(band - dc + st['parts'][2] + st['parts'][3] - st['E']) < 1e-9
print(f"band energy {band:.6f} Ha, int n v_Hxc {dc:.6f} Ha")
# Janak: derivative of E with respect to one occupation
ik = np.unravel_index(np.argmin(abs(f-0.5)), f.shape)
df = np.zeros_like(f)
df[ik] = 1e-4
janak = (energy_parts(g, C, f+df).sum()-energy_parts(g, C, f-df).sum())/2e-4
assert abs(janak - WK*eps[ik]) < 1e-8
print(f"Janak: f {f[ik]:.4f}, dE/df {janak:.8f}, 2w*eps {WK*eps[ik]:.8f} Ha")
# orbital rotations: no first-order change at self-consistency only
rng = np.random.default_rng(1)
Z = rng.normal(size=C.shape) + 1j*rng.normal(size=C.shape)
K = (Z - Z.conj().transpose(0, 2, 1))/10
Up = np.array([expm(1e-5*k) for k in K])
Um = Up.conj().transpose(0, 2, 1)
slope = lambda c: (energy_parts(g, c@Up, f).sum()-energy_parts(g, c@Um, f).sum())/2e-5
s_sc, s_non = slope(C), slope(bands(g, n_uni)[1])
assert abs(s_sc) < 1e-7 and abs(s_non) > 1e-5
print(f"orbital-rotation slope: SCF {s_sc:.1e}, non-SCF {s_non:.3e} Ha")

TOLF, TOL1 = 1e-6, 1e-5   # central-difference truncation plus SCF residual / step
print("fixed N (Ha/bohr for R, Ha for e): explicit, dF, dE, sum 2w eps df, sigma dS")
res = {}
for kind, b in base.items():
    ex, _ = explicit(b)
    for p in (('Rx', 'Ry', 'exx', 'eyy', 'exy') if kind == 'FD' else ('Rx', 'exx', 'exy')):
        d = res[kind, p] = total(p, kind, b)
        assert abs(d['F']-ex[p]) < TOLF
        assert abs(d['occ']-d['TS']) < TOL1
        assert abs(d['E']-ex[p]-d['occ']) < TOL1
        print(f"{kind} {p}: {ex[p]:.7f} {d['F']:.7f} {d['E']:.7f} {d['occ']:.7f} {d['TS']:.7f}")
ex, terms = explicit(st)
assert abs(res['FD', 'exx']['E']-ex['exx']) > 1e-4
assert max(abs(res['FD', p]['E']-ex[p]) for p in ('Rx', 'Ry')) > 1e-5
for p in ('Rx', 'exx'):
    d = res['FD', p]
    print(f"FD {p}: d[(E+F)/2] {(d['E']+d['F'])/2:.7f}, dmu {d['mu']:.6f} (same units)")
print("FD area*tau_xx kin,ion,H,xc (Ha): " + " ".join(f"{t[0, 0]:.6f}" for t in terms))
print("FD area*tau_xy kin,ion,H,xc (Ha): " + " ".join(f"{t[0, 1]:.6f}" for t in terms))
d = res['Gauss', 'exx']
miss = d['E'] - d['TSfd'] - explicit(base['Gauss'])[0]['exx']
assert abs(miss) > 1e-4
print(f"Gauss f with FD entropy, exx: derivative misses by {miss:.6f} Ha")
d, mu = total('exx', 'FD', st, st['mu']), st['mu']
assert abs(mu*d['N']) > 1e-3
assert abs(d['occ']-d['TS']-mu*d['N']) < TOL1
assert abs(d['F']-mu*d['N']-ex['exx']) < TOLF
print(f"fixed mu exx: dN {d['N']:.6f}, mu dN {mu*d['N']:.7f} Ha, dF {d['F']:.7f} Ha")
print(f"fixed mu exx: sum 2w eps df {d['occ']:.7f}, sigma dS {d['TS']:.7f} Ha")
print(f"fixed mu exx: d(F-mu N) {d['F']-mu*d['N']:.7f} Ha")
cf, cs = HA_EV/(BOHR*1e10), pc.value('Hartree energy')/BOHR**2
print(f"FD force atom 2: {-ex['Rx']*cf:.4f} {-ex['Ry']*cf:.4f} eV/A")
print("FD tau xx,yy,xy (Ha/bohr^2): " + " ".join(f"{ex[p]/area0:.7f}" for p in ('exx', 'eyy', 'exy')))
print("FD tau xx,yy,xy (N/m): " + " ".join(f"{ex[p]/area0*cs:.3f}" for p in ('exx', 'eyy', 'exy')))

# ---------------- moving basis: H4, thermal Hartree-Fock ----------------
ZH, SIGM = [0.0, 1.6, 3.6, 5.4], 0.1
def integrals(shift):
    z = list(ZH)
    z[1] += shift
    mol = gto.M(atom=[('H', (0, 0, v)) for v in z], unit='Bohr', basis='6-31g', verbose=0)
    return dict(mol=mol, h=mol.intor('int1e_kin')+mol.intor('int1e_nuc'),
                O=mol.intor('int1e_ovlp'), eri=mol.intor('int2e'), nuc=mol.energy_nuc())
def veff(I, D):
    return np.einsum('ijkl,kl->ij', I['eri'], D) - 0.5*np.einsum('ikjl,kl->ij', I['eri'], D)
def e_hf(I, D):
    return (D*(I['h']+0.5*veff(I, D))).sum() + I['nuc']
def thermal_hf(I, D0):
    occ, ent = SMEAR['FD']
    def step(x):
        Fm = I['h'] + veff(I, x.reshape(D0.shape))
        e, c = eigh((Fm+Fm.T)/2, I['O'])
        m = fermi_level(e, 2.0, 4.0, occ, SIGM)
        o = occ((e-m)/SIGM)
        D = (c*2*o) @ c.T
        return D.ravel(), dict(D=D, Q=(c*2*o*e) @ c.T, e=e, f=o, mu=m,
                               TS=SIGM*2*ent((e-m)/SIGM).sum())
    r = anderson(step, D0.ravel(), 1e-11)
    r['E'] = e_hf(I, r['D'])
    return r
I0, Ip, Im = integrals(0.0), integrals(H), integrals(-H)
r0 = thermal_hf(I0, np.zeros_like(I0['h']))
rp, rm = thermal_hf(Ip, r0['D']), thermal_hf(Im, r0['D'])
dE, dTS = (rp['E']-rm['E'])/(2*H), (rp['TS']-rm['TS'])/(2*H)
fixD = (e_hf(Ip, r0['D'])-e_hf(Im, r0['D']))/(2*H)
ovl = -(r0['Q']*(Ip['O']-Im['O'])).sum()/(2*H)
def attraction(shift):
    with I0['mol'].with_rinv_origin((0.0, 0.0, ZH[1]+shift)):
        return -(r0['D']*I0['mol'].intor('int1e_rinv')).sum()
oper = (attraction(H)-attraction(-H)+Ip['nuc']-Im['nuc'])/(2*H)
occm = 2*(r0['e']*(rp['f']-rm['f'])).sum()/(2*H)
assert abs(dE-dTS-fixD-ovl) < TOLF
assert abs(occm-dTS) < TOL1 and abs(dTS) > 1e-4
assert abs(ovl) > 1e-4 and abs(dE-dTS-oper) > 1e-4
print(f"H4 z {ZH} bohr, sigma {SIGM} Ha, atom 2 moved along z")
print("H4 f of lowest four levels: " + " ".join(f"{v:.4f}" for v in r0['f'][:4]))
print(f"H4 mu {r0['mu']:.6f} E {r0['E']:.6f} sigma*S {r0['TS']:.6f} F {r0['E']-r0['TS']:.6f} Ha")
print(f"H4 dF {dE-dTS:.7f} dE {dE:.7f} sigma dS {dTS:.7f} Ha/bohr")
print(f"H4 fixed-D {fixD:.7f} overlap {ovl:.7f} sum {fixD+ovl:.7f} Ha/bohr")
print(f"H4 operator-only {oper:.7f}, Pulay total {fixD+ovl-oper:.7f} Ha/bohr")
print(f"H4 force on atom 2: {-(fixD+ovl)*cf:.4f} eV/A")
print("tests ok")
```

It prints:

```
entropy closed form vs quadrature, max error 2.4e-13
cell [[6.0, 0.0], [1.0, 5.5]] bohr, area 33.0 bohr^2, N 3
fractional sites [[0.0, 0.0], [0.4, 0.3]], depths (0.6, 0.4) Ha, width 1.0 bohr
repulsion 0.5 Ha, width 1.0 bohr, c 0.3 Ha bohr, grid 16x16
29 plane waves, 18 k points, sigma 0.02 Ha = 0.544 eV, step 0.0001
FD E parts kin,ion,H,xc (Ha): 0.499757 -0.724506 0.453817 -0.285037
FD: mu 0.233591 E -0.055968 sigma*S 0.012917 F -0.068885 Ha
Gauss: mu 0.234207 E -0.061408 sigma*S 0.002008 F -0.063415 Ha
MP1: mu 0.236544 E -0.061990 sigma*S 0.000389 F -0.062379 Ha
cold: mu 0.235800 E -0.062550 sigma*S 0.000060 F -0.062610 Ha
FD levels with 0.01<f<0.99: 16
band energy 0.255331 Ha, int n v_Hxc 0.480079 Ha
Janak: f 0.4469, dE/df 0.02642831, 2w*eps 0.02642831 Ha
orbital-rotation slope: SCF 1.1e-11, non-SCF 1.476e-03 Ha
fixed N (Ha/bohr for R, Ha for e): explicit, dF, dE, sum 2w eps df, sigma dS
FD Rx: 0.0112270 0.0112270 0.0112963 0.0000693 0.0000693
FD Ry: 0.0131379 0.0131379 0.0123162 -0.0008217 -0.0008217
FD exx: -0.1848310 -0.1848310 -0.1584928 0.0263382 0.0263382
FD eyy: -0.2408816 -0.2408816 -0.2402262 0.0006555 0.0006555
FD exy: 0.0110543 0.0110543 0.0088763 -0.0021780 -0.0021780
Gauss Rx: 0.0115043 0.0115043 0.0120406 0.0005363 0.0005363
Gauss exx: -0.1678370 -0.1678370 -0.1587103 0.0091267 0.0091267
Gauss exy: 0.0121152 0.0121152 0.0173407 0.0052255 0.0052255
MP1 Rx: 0.0118693 0.0118693 0.0129851 0.0011158 0.0011158
MP1 exx: -0.1627665 -0.1627665 -0.1577270 0.0050396 0.0050396
MP1 exy: 0.0147461 0.0147461 0.0197926 0.0050466 0.0050465
cold Rx: 0.0113944 0.0113944 0.0125167 0.0011224 0.0011224
cold exx: -0.1645741 -0.1645741 -0.1715348 -0.0069607 -0.0069607
cold exy: 0.0134688 0.0134688 0.0242587 0.0107899 0.0107899
FD Rx: d[(E+F)/2] 0.0112616, dmu -0.002604 (same units)
FD exx: d[(E+F)/2] -0.1716619, dmu -0.347896 (same units)
FD area*tau_xx kin,ion,H,xc (Ha): -0.492217 0.603864 -0.438996 0.142518
FD area*tau_xy kin,ion,H,xc (Ha): 0.003877 0.006613 0.000564 0.000000
Gauss f with FD entropy, exx: derivative misses by -0.014236 Ha
fixed mu exx: dN 1.967545, mu dN 0.4596001 Ha, dF 0.2747691 Ha
fixed mu exx: sum 2w eps df 0.4824583, sigma dS 0.0228582 Ha
fixed mu exx: d(F-mu N) -0.1848310 Ha
FD force atom 2: -0.5773 -0.6756 eV/A
FD tau xx,yy,xy (Ha/bohr^2): -0.0056009 -0.0072994 0.0003350
FD tau xx,yy,xy (N/m): -8.720 -11.364 0.522
H4 z [0.0, 1.6, 3.6, 5.4] bohr, sigma 0.1 Ha, atom 2 moved along z
H4 f of lowest four levels: 0.9943 0.9504 0.0511 0.0041
H4 mu -0.158479 E -2.121871 sigma*S 0.092374 F -2.214245 Ha
H4 dF 0.0782004 dE 0.1483127 sigma dS 0.0701123 Ha/bohr
H4 fixed-D 0.3129163 overlap -0.2347159 sum 0.0782004 Ha/bohr
H4 operator-only 0.0352650, Pulay total 0.0429354 Ha/bohr
H4 force on atom 2: -4.0212 eV/A
tests ok
```
